**Delocalisation error in the binding of Cu²⁺ to one water molecule**

The program examines the spurious energy $-Kq(1-q)$ of a hole shared between copper and water, with $K=(\kappa_{\rm Cu}+\kappa_{\rm W})/2-V$. Here $q$ is the hole fraction on water, $\kappa$ is the curvature of a fragment's energy in its hole number, and $V$ is the repulsion between a hole on copper and one on water. It asserts that the quadratic law and the repulsion term agree with direct fragment calculations within 15% and 20%, and that $K$ is positive for PBE and negative for Hartree–Fock. For the $^2B_1$ complex at fixed geometry, it asserts that PBE and BLYP overbind relative to CCSD(T) by more than 0.2 eV, and that PBE places more hole on water than CCSD does. It also asserts that half exact exchange, or the use of Hartree–Fock densities, lowers the binding, and that the PBE error relative to CCSD is smaller for hole-free Cu⁺–H₂O. The output gives a PBE overbinding of 1.90 eV, which falls to 0.27 eV with half exact exchange. The hole fraction on water is 0.43 in PBE and 0.09 in CCSD. In a separate two-state model, the program asserts that the overbinding lies between its derived bounds.

## Program and output

```python
# Result under test: semilocal functionals overbind Cu(2+)-H2O (2B1 state)
# relative to CCSD(T), because sharing one hole between Cu and water has the
# spurious energy -K q(1-q), with K = (kappa_Cu + kappa_W)/2 - V.
# q: hole fraction on water; kappa: curvature of a fragment energy in its
# hole number; V: Coulomb repulsion of a hole on Cu with a hole on water.
# Binding D = E(Cu ion) + E(water) - E(complex), all at one fixed geometry.
# Fragments in D use the full basis of the complex (counterpoise).
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import linalg, optimize
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, cc, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip(), flush=True)


# Two-state model with round parameters in eV.
GAP, COUPLING = 4.0, 1.0
values, vectors = np.linalg.eigh([[0.0, -COUPLING], [-COUPLING, GAP]])
E_true, q_true = values[0], vectors[1, 0] ** 2
show("Model gap", GAP, digits=1)
show("Model coupling", COUPLING, digits=1)
show("Model correct energy", E_true, digits=4)
show("Model correct hole fraction", q_true, "", 4)
for K in (4.0, -2.0):
    fit = optimize.minimize_scalar(
        lambda q: q * GAP - 2 * COUPLING * np.sqrt(q * (1 - q)) - K * q * (1 - q),
        bounds=(1e-9, 0.5), method="bounded", options={"xatol": 1e-10})
    low, high = K * q_true * (1 - q_true), K * fit.x * (1 - fit.x)
    error = E_true - fit.fun
    print(f"Model K = {K:.1f} eV: hole fraction {fit.x:.4f}, energy {fit.fun:.4f} eV")
    print(f"  overbinding {error:.4f} eV, bounds {low:.4f} and {high:.4f} eV",
          flush=True)
    assert low < error < high
    assert (fit.x > q_true) == (K > 0)

# Geometry in angstrom: C2 axis along z, water in the yz plane.
R_CUO, R_OH, ANGLE = 1.90, 0.98, 107.0
half = np.radians(ANGLE / 2)
y_h, z_h = R_OH * np.sin(half), R_CUO + R_OH * np.cos(half)
cu_atom = [["Cu", (0.0, 0.0, 0.0)]]
water_atoms = [["O", (0.0, 0.0, R_CUO)],
               ["H", (0.0, y_h, z_h)], ["H", (0.0, -y_h, z_h)]]
# def2-SVP without f functions on Cu; 6-31G on H.
BASIS = {"Cu": [b for b in gto.basis.load("def2-svp", "Cu") if b[0] < 3],
         "O": gto.basis.load("def2-svp", "O"),
         "H": gto.basis.load("6-31g", "H")}
GRID = {"Cu": (50, 194), "O": (35, 110), "H": (25, 110)}


def build(atoms, charge):
    symbols = {a[0] for a in atoms}
    return gto.M(atom=atoms, basis={s: BASIS[s] for s in symbols},
                 charge=charge, spin=0, verbose=0)


# Molecules are built with the closed-shell charge; holes are made by occupation.
cu = build(cu_atom, 1)
water = build(water_atoms, 0)
pair = build(cu_atom + water_atoms, 1)
show("Cu-O distance", R_CUO, "angstrom", 2)
show("O-H distance", R_OH, "angstrom", 2)
show("H-O-H angle", ANGLE, "degree", 1)
print("Basis functions in complex:", pair.nao, flush=True)

# Occupied orbitals per symmetry (a1, b1, b2, a2) when there is no hole.
N_CU, N_W = np.array([7, 3, 3, 1]), np.array([3, 1, 1, 0])
N_PAIR = N_CU + N_W


def symmetry_blocks(mol):
    """Basis combinations of a1, b1, b2, a2 type from the two mirror planes."""
    atom, sign_x, sign_y = [], [], []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        ms = [1, -1, 0] if l == 1 else list(range(-l, l + 1))
        for m in ms * int(mol.bas_nctr(shell)):
            atom.append(mol.bas_atom(shell))
            sign_x.append((-1) ** (abs(m) + (m < 0)))
            sign_y.append(-1 if m < 0 else 1)
    xyz = mol.atom_coords()
    start = mol.aoslice_by_atom()[:, 2]
    operator = np.diag(np.array(sign_x, dtype=float))
    for i, a in enumerate(atom):
        image = xyz[a] * np.array([1, -1, 1])
        b = int(np.argmin(np.linalg.norm(xyz - image, axis=1)))
        operator[start[b] + i - start[a], i] += 2 * sign_y[i]
    value, vector = np.linalg.eigh(operator)
    return [vector[:, abs(value - v) < 1e-6] for v in (3, 1, -1, -3)]


shared = {}
for m in (cu, water, pair):
    grid = dft.gen_grid.Grids(m)
    grid.atom_grid = {m.atom_symbol(a): GRID[m.atom_symbol(a)]
                      for a in range(m.natm)}
    grid.build()
    shared[id(m)] = (symmetry_blocks(m), m.intor("int2e", aosym="s8"), grid)


def solve(mol, counts, hole, xc=None, guess=None, external=None):
    """UHF or UKS with 'hole' electrons missing from the top beta b1 orbital.
    external = (one-electron matrix, nuclear energy) selects one fragment."""
    blocks, eri, grids = shared[id(mol)]
    mf = scf.UHF(mol) if xc is None else dft.UKS(mol)
    if xc is not None:
        mf.xc, mf.grids = xc, grids
    mf._eri = eri
    mf.conv_tol = 1e-6
    mf.max_cycle = 50
    if external is not None:
        mf.get_hcore = lambda *args: external[0]
        mf.energy_nuc = lambda *args: external[1]

    def eig(fock, overlap, *args, **kwargs):
        energies, orbitals = [], []
        for f in fock:
            parts = [linalg.eigh(u.T @ f @ u, u.T @ overlap @ u) for u in blocks]
            energies.append(np.concatenate([p[0] for p in parts]))
            orbitals.append(np.hstack([u @ p[1] for u, p in zip(blocks, parts)]))
        return np.array(energies), np.array(orbitals)

    def get_occ(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, mol.nao))
        offset = 0
        for k, u in enumerate(blocks):
            occ[:, offset:offset + counts[k]] = 1.0
            if k == 1:
                occ[1, offset + counts[k] - 1] -= hole
            offset += u.shape[1]
        return occ

    mf.eig, mf.get_occ = eig, get_occ
    if guess is None:
        d = np.asarray(scf.hf.init_guess_by_minao(mol))
        guess = np.array([d / 2, d / 2])
    mf.kernel(dm0=guess)
    assert mf.converged, (mol.natm, hole, xc)
    # Occupied orbitals first, each group by energy, as coupled cluster needs.
    order = [np.lexsort((mf.mo_energy[s], -mf.mo_occ[s])) for s in (0, 1)]
    mf.mo_coeff = np.array([mf.mo_coeff[s][:, order[s]] for s in (0, 1)])
    mf.mo_energy = np.array([mf.mo_energy[s][order[s]] for s in (0, 1)])
    mf.mo_occ = np.array([mf.mo_occ[s][order[s]] for s in (0, 1)])
    return mf


def density(mf):
    return np.array([(c * n) @ c.T for c, n in zip(mf.mo_coeff, mf.mo_occ)])


def embed(d_cu, d_w):
    return np.array([linalg.block_diag(a, b) for a, b in zip(d_cu, d_w)])


def coupled_cluster(mf, frozen, closed, with_triples):
    """CCSD energy, triples energy and solver; frozen counts core orbitals."""
    if closed:
        ref = scf.RHF(mf.mol)
        ref.mo_coeff, ref.mo_energy = mf.mo_coeff[0], mf.mo_energy[0]
        ref.mo_occ, ref.e_tot = 2 * mf.mo_occ[0], mf.e_tot
        ref.converged, ref._eri = True, mf._eri
        ref.get_hcore, ref.energy_nuc = mf.get_hcore, mf.energy_nuc
        solver = cc.ccsd.CCSD(ref, frozen=frozen)
    else:
        solver = cc.uccsd.UCCSD(mf, frozen=frozen)
    solver.conv_tol, solver.conv_tol_normt = 1e-5, 1e-3
    integrals = solver.ao2mo()
    solver.kernel(eris=integrals)
    assert solver.converged
    triples = solver.ccsd_t(eris=integrals) if with_triples else 0.0
    return mf.e_tot + solver.e_corr, triples, solver


# Isolated fragments in their own basis, with whole and fractional holes.
small = {}
for xc in (None, "PBE"):
    for h in (0.0, 1.0, 0.5) + ((0.25, 0.75) if xc else ()):
        if h != 0.25:
            small[xc, "Cu", h] = solve(cu, N_CU, h, xc)
        if h != 0.75:
            small[xc, "W", h] = solve(water, N_W, h, xc)


def below_line(xc, name, h):
    e0, e1 = small[xc, name, 0.0].e_tot, small[xc, name, 1.0].e_tot
    return ((1 - h) * e0 + h * e1 - small[xc, name, h].e_tot) * EV


kappa = {(xc, n): 8 * below_line(xc, n, 0.5)
         for xc in (None, "PBE") for n in ("Cu", "W")}
quarter_direct = below_line("PBE", "Cu", 0.75) + below_line("PBE", "W", 0.25)
quarter_law = (kappa["PBE", "Cu"] + kappa["PBE", "W"]) / 2 * 0.25 * 0.75
show("PBE curvature, Cu", kappa["PBE", "Cu"])
show("PBE curvature, water", kappa["PBE", "W"])
show("HF curvature, Cu", kappa[None, "Cu"])
show("HF curvature, water", kappa[None, "W"])
show("Quarter-hole lowering, direct", quarter_direct)
show("Quarter-hole lowering, quadratic law", quarter_law)

# Nuclear attraction of each fragment in the basis of the complex.
attraction = []
for a in range(pair.natm):
    with pair.with_rinv_origin(pair.atom_coord(a)):
        attraction.append(-pair.atom_charge(a) * pair.intor("int1e_rinv"))
v_cu, v_w = attraction[0], sum(attraction[1:])
kinetic = pair.intor("int1e_kin")
only_cu = (kinetic + v_cu, 0.0)
only_w = (kinetic + v_w, water.energy_nuc())

# Repulsion V of the two hole densities, and the test of the q(1-q)V term
# with relaxed fragment densities (constant nuclear repulsion cancels).
zero_cu, zero_w = np.zeros((cu.nao,) * 2), np.zeros((water.nao,) * 2)
full_cu = {h: linalg.block_diag(density(small["PBE", "Cu", h]).sum(0), zero_w)
           for h in (0.0, 0.5, 1.0)}
full_w = {h: linalg.block_diag(zero_cu, density(small["PBE", "W", h]).sum(0))
          for h in (0.0, 0.5, 1.0)}
eri_pair = shared[id(pair)][1]


def repulsion(d1, d2):
    j = scf.hf.dot_eri_dm(eri_pair, d1, hermi=1, with_k=False)[0]
    return np.sum(j * d2)


def electrostatics(q):
    a, b = full_cu[1 - q], full_w[q]
    return repulsion(a, b) + np.sum(v_cu * b) + np.sum(v_w * a)


V = repulsion(full_cu[0.0] - full_cu[1.0], full_w[0.0] - full_w[1.0]) * EV
V_point = EV * BOHR / R_CUO
excess_direct = (electrostatics(0.5)
                 - (electrostatics(0.0) + electrostatics(1.0)) / 2) * EV
K_pbe = (kappa["PBE", "Cu"] + kappa["PBE", "W"]) / 2 - V
K_hf = (kappa[None, "Cu"] + kappa[None, "W"]) / 2
show("Hole repulsion V", V)
show("Point-charge repulsion 1/R", V_point)
show("Half-hole excess repulsion, direct", excess_direct)
show("Half-hole excess repulsion, V/4", V / 4)
show("K, PBE", K_pbe)
show("K, HF", K_hf)

# The complex and its fragments in the full basis.
d_cu2, d_cu1 = density(small[None, "Cu", 1.0]), density(small[None, "Cu", 0.0])
d_w0 = density(small[None, "W", 0.0])
none_cu, none_w = np.array([zero_cu] * 2), np.array([zero_w] * 2)
jobs = {"pair2": (N_PAIR, 1.0, embed(d_cu2, d_w0), None),
        "cu2": (N_CU, 1.0, embed(d_cu2, none_w), only_cu),
        "w": (N_W, 0.0, embed(none_cu, d_w0), only_w),
        "pair1": (N_PAIR, 0.0, embed(d_cu1, d_w0), None),
        "cu1": (N_CU, 0.0, embed(d_cu1, none_w), only_cu)}
three = ("pair2", "cu2", "w")
HALF = "0.5*HF + 0.5*PBE, PBE"


def binding(energy, charge=2):
    return (energy["cu%d" % charge] + energy["w"] - energy["pair%d" % charge]) * EV


def totals(results):
    return {k: mf.e_tot for k, mf in results.items()}


overlap = pair.intor("int1e_ovlp")


def hole_on_water(d):
    """Mulliken spin population of the water molecule."""
    population = np.einsum("ij,ji->i", d[0] - d[1], overlap)
    assert abs(population.sum() - 1) < 1e-4
    return population[cu.nao:].sum()


hf = {k: solve(pair, n, h, None, g, e) for k, (n, h, g, e) in jobs.items()}
D_hf, q_hf = binding(totals(hf)), hole_on_water(density(hf["pair2"]))
show("Cu2+ binding, HF", D_hf)
show("Hole on water, HF", q_hf, "")

pbe = {k: solve(pair, n, h, "PBE", density(hf[k]), e)
       for k, (n, h, g, e) in jobs.items()}
D_pbe, D1_pbe = binding(totals(pbe)), binding(totals(pbe), 1)
q_pbe = hole_on_water(density(pbe["pair2"]))
show("Cu2+ binding, PBE", D_pbe)
show("Cu+ binding, PBE", D1_pbe)
show("Hole on water, PBE", q_pbe, "")
grid = shared[id(pair)][2]
rho = dft.numint.NumInt().get_rho(pair, density(pbe["pair2"]).sum(0), grid)
grid_error = np.dot(rho, grid.weights) - (2 * N_PAIR.sum() - 1)
show("Grid error in electron count", grid_error, "", 5)

mix = {k: solve(pair, jobs[k][0], jobs[k][1], HALF, density(pbe[k]), jobs[k][3])
       for k in three}
D_mix, q_mix = binding(totals(mix)), hole_on_water(density(mix["pair2"]))
show("Cu2+ binding, PBE with half exact exchange", D_mix)
show("Hole on water, half exact exchange", q_mix, "")

# PBE functional on HF densities, then BLYP functional on PBE densities.
D_pbe_on_hf = binding({k: pbe[k].energy_tot(dm=density(hf[k])) for k in three})
blyp = {}
for k in three:
    d = density(pbe[k])
    pbe[k].xc = "BLYP"
    blyp[k] = pbe[k].energy_tot(dm=d)
    pbe[k].xc = "PBE"
D_blyp = binding(blyp)
show("Cu2+ binding, PBE on HF densities", D_pbe_on_hf)
show("Cu2+ binding, BLYP on PBE densities", D_blyp)

# Coupled cluster; the hole-free control needs only CCSD.
frozen = {"pair2": 10, "cu2": 9, "w": 1, "pair1": 10, "cu1": 9}
ccsd, triples, solvers = {}, {}, {}
for k in jobs:
    ccsd[k], triples[k], solvers[k] = coupled_cluster(
        hf[k], frozen[k], k not in ("pair2", "cu2"), k in three)
D_ccsd, D1_ccsd = binding(ccsd), binding(ccsd, 1)
D_cc = binding({k: ccsd[k] + triples[k] for k in three})
s = solvers["pair2"]
d_mo = s.make_rdm1(s.t1, s.t2, s.t1, s.t2)
q_cc = hole_on_water([c @ d @ c.T for c, d in zip(hf["pair2"].mo_coeff, d_mo)])
over, over_mix = D_pbe - D_cc, D_mix - D_cc
over_ccsd, over_one = D_pbe - D_ccsd, D1_pbe - D1_ccsd
estimate_low, estimate_high = (K_pbe * q * (1 - q) for q in (q_cc, q_pbe))
show("Cu2+ binding, CCSD", D_ccsd)
show("Cu2+ binding, CCSD(T)", D_cc)
show("Cu+ binding, CCSD", D1_ccsd)
show("Hole on water, CCSD with Lambda=T", q_cc, "")
show("Overbinding against CCSD(T), PBE", over)
show("Overbinding against CCSD(T), BLYP", D_blyp - D_cc)
show("Overbinding against CCSD(T), half exact exchange", over_mix)
show("Overbinding against CCSD(T), PBE on HF densities", D_pbe_on_hf - D_cc)
show("Cu2+ overbinding against CCSD, PBE", over_ccsd)
show("Cu+ overbinding against CCSD, PBE", over_one)
show("Error estimate at CCSD hole fraction", estimate_low)
show("Error estimate at PBE hole fraction", estimate_high)

# Sizes of neglected effects: basis superposition and scalar relativity.
bsse = (small[None, "Cu", 1.0].e_tot + small[None, "W", 0.0].e_tot
        - hf["cu2"].e_tot - hf["w"].e_tot) * EV


def relativistic_shift(mol, d):
    change = scf.RHF(mol).sfx2c1e().get_hcore() - scf.hf.get_hcore(mol)
    return np.sum(change * d.sum(0)) * EV


relativity = (relativistic_shift(cu, d_cu2) + relativistic_shift(water, d_w0)
              - relativistic_shift(pair, density(hf["pair2"])))
show("HF basis superposition error", bsse)
show("First-order relativistic change of HF binding", relativity)

assert abs(quarter_direct / quarter_law - 1) < 0.15
assert abs(excess_direct / (V / 4) - 1) < 0.2
assert K_pbe > 0 > K_hf
assert abs(grid_error) < 0.01
assert over > 0.2 and D_blyp - D_cc > 0.2
assert q_pbe > q_cc and q_pbe > q_mix > q_hf
assert abs(over_mix) < over and D_mix < D_pbe
assert D_pbe_on_hf < D_pbe
assert over_one < 0.7 * over_ccsd
assert 1 / 3 < estimate_high / over < 3
print("verified")
```

Printed output:

```
Model gap: 4.0 eV
Model coupling: 1.0 eV
Model correct energy: -0.2361 eV
Model correct hole fraction: 0.0528
Model K = 4.0 eV: hole fraction 0.1937, energy -0.6403 eV
  overbinding 0.4042 eV, bounds 0.2000 and 0.6248 eV
Model K = -2.0 eV: hole fraction 0.0265, energy -0.1636 eV
  overbinding -0.0724 eV, bounds -0.1000 and -0.0516 eV
Cu-O distance: 1.90 angstrom
O-H distance: 0.98 angstrom
H-O-H angle: 107.0 degree
Basis functions in complex: 42
PBE curvature, Cu: 16.717 eV
PBE curvature, water: 12.119 eV
HF curvature, Cu: -7.507 eV
HF curvature, water: -5.017 eV
Quarter-hole lowering, direct: 2.724 eV
Quarter-hole lowering, quadratic law: 2.703 eV
Hole repulsion V: 6.833 eV
Point-charge repulsion 1/R: 7.579 eV
Half-hole excess repulsion, direct: 1.666 eV
Half-hole excess repulsion, V/4: 1.708 eV
K, PBE: 7.585 eV
K, HF: -6.262 eV
Cu2+ binding, HF: 4.023 eV
Hole on water, HF: 0.011
Cu2+ binding, PBE: 6.234 eV
Cu+ binding, PBE: 2.132 eV
Hole on water, PBE: 0.428
Grid error in electron count: 0.00005
Cu2+ binding, PBE with half exact exchange: 4.598 eV
Hole on water, half exact exchange: 0.127
Cu2+ binding, PBE on HF densities: 4.598 eV
Cu2+ binding, BLYP on PBE densities: 6.244 eV
Cu2+ binding, CCSD: 4.293 eV
Cu2+ binding, CCSD(T): 4.332 eV
Cu+ binding, CCSD: 1.628 eV
Hole on water, CCSD with Lambda=T: 0.092
Overbinding against CCSD(T), PBE: 1.902 eV
Overbinding against CCSD(T), BLYP: 1.912 eV
Overbinding against CCSD(T), half exact exchange: 0.266 eV
Overbinding against CCSD(T), PBE on HF densities: 0.266 eV
Cu2+ overbinding against CCSD, PBE: 1.941 eV
Cu+ overbinding against CCSD, PBE: 0.504 eV
Error estimate at CCSD hole fraction: 0.637 eV
Error estimate at PBE hole fraction: 1.857 eV
HF basis superposition error: 0.096 eV
First-order relativistic change of HF binding: 0.050 eV
verified
```
